\section*{Does a moving electron have a dressed state in Fock space?}

\section{The belief}

\textbf{Q.} I picture a freely moving electron as a bare electron plus a cloud of virtual photons. The two together form an eigenstate of the Hamiltonian, a vector in electron space times photon Fock space. Coupling changes the mass and little else. What could be wrong with that?

\textbf{A.} First we need to say which Hamiltonian the eigenstate belongs to. A state of sharp total momentum is not normalizable in the electron's position, with or without photons. That is harmless: total momentum is conserved, so we fix its value $\mathbf P$ and ask about the photon Fock space that remains. I use atomic units, a spinless electron of charge $-1$, and $\omega=c|\mathbf k|$. The Pauli--Fierz Hamiltonian at fixed $\mathbf P$ is
\begin{equation}
H(\mathbf P)=\tfrac12\mathbf v^2+H_f,\qquad
\mathbf v=\mathbf P-\mathbf P_f+\mathbf A/c ,
\label{H}
\end{equation}
where $H_f$ and $\mathbf P_f$ are the photon energy and momentum. In Coulomb gauge
\begin{equation}
\frac{\mathbf A}{c}=\sum_{\rm pol}\int d^3k\; g\,\boldsymbol\epsilon\,(a_{\mathbf k}+a^\dagger_{\mathbf k}),
\qquad g=\frac{\rho(\mathbf k)}{2\pi\sqrt\omega},\qquad \mathbf k\cdot\boldsymbol\epsilon=0 .
\end{equation}
The factor $g$ is the box coupling $\sqrt{2\pi/(\omega V)}$ with $V\to(2\pi)^3$. The smooth real function $\rho$ depends only on $\omega$, removes high frequencies and equals 1 for $\omega\le\omega_0$. I take as known that $H(\mathbf P)$ is then self-adjoint on a domain independent of $\mathbf P$. Let $E(\mathbf P)$ be the bottom of its spectrum. Your claim is that a normalized $\psi$ exists with $H(\mathbf P)\psi=E(\mathbf P)\psi$.

\section{What an eigenstate would have to satisfy}

\textbf{Q.} Yes. Suppose I have such a $\psi$. What does it tell me about soft photons?

\textbf{A.} Start with its velocity. Expanding (\ref{H}) shows that $H(\mathbf P)-P^2/2$ is linear in $\mathbf P$. Hence $E(\mathbf P)-P^2/2$ is an infimum of linear functions, so it is concave, and $E$ is differentiable for almost every $\mathbf P$. At such a point, use $\psi$ as a trial state for momentum $\mathbf P+\mathbf q$:
\begin{equation}
E(\mathbf P+\mathbf q)\le E(\mathbf P)+\mathbf q\cdot\langle\mathbf v\rangle+\tfrac12q^2 .
\end{equation}
Small $\mathbf q$ and $-\mathbf q$ together force
\begin{equation}
\langle\mathbf v\rangle=\nabla E(\mathbf P)\equiv\mathbf u .
\label{FH}
\end{equation}

Next, remove one photon. The commutation rules are $a\mathbf P_f=(\mathbf P_f+\mathbf k)a$, $aH_f=(H_f+\omega)a$ and $a\mathbf A/c=(\mathbf A/c)a+g\boldsymbol\epsilon$. Therefore $a\mathbf v=(\mathbf v-\mathbf k)a+g\boldsymbol\epsilon$, and applying this twice gives
\begin{align}
a\mathbf v^2&=(\mathbf v-\mathbf k)\cdot a\mathbf v+g\boldsymbol\epsilon\cdot\mathbf v\nonumber\\
&=(\mathbf v-\mathbf k)^2a+(\mathbf v-\mathbf k)\cdot g\boldsymbol\epsilon+g\boldsymbol\epsilon\cdot\mathbf v
=(\mathbf v-\mathbf k)^2a+2g\boldsymbol\epsilon\cdot\mathbf v ,
\end{align}
because $\mathbf k\cdot\boldsymbol\epsilon=0$. Half of this, plus the $H_f$ term, is
$aH(\mathbf P)=[H(\mathbf P-\mathbf k)+\omega]a+g\boldsymbol\epsilon\cdot\mathbf v$. Acting on $\psi$,
\begin{equation}
[H(\mathbf P-\mathbf k)+\omega-E(\mathbf P)]\,a_{\mathbf k}\psi=-g\,\boldsymbol\epsilon\cdot\mathbf v\,\psi .
\label{pull}
\end{equation}
The vector $a_{\mathbf k}\psi$ makes sense for almost every $\mathbf k$, since the field energy of $\psi$ is finite.

Now take the inner product with $\psi$. Since $H(\mathbf P-\mathbf k)=H(\mathbf P)-\mathbf k\cdot\mathbf v+k^2/2$, the bracket moved onto $\psi$ loses its large part, and
\begin{equation}
\big\langle(\omega-\mathbf k\cdot\mathbf v+\tfrac12k^2)\psi,\;a_{\mathbf k}\psi\big\rangle=-g\,\boldsymbol\epsilon\cdot\mathbf u .
\label{pair}
\end{equation}
The vector on the left has norm of order $\omega$, while the right side is of order $\omega^{-1/2}$. So $\|a_{\mathbf k}\psi\|$ must grow at least like $\omega^{-3/2}$ wherever $\boldsymbol\epsilon\cdot\mathbf u\ne0$.

\section{Counting with a cutoff}

\textbf{Q.} How many photons is that, if I keep only those with $\omega>\sigma$?

\textbf{A.} Assume that the cutoff problem has a ground state $\psi_\sigma$ with velocity $\mathbf u_\sigma$. By Cauchy--Schwarz, (\ref{pair}) gives
\begin{equation}
\|a_{\mathbf k}\psi_\sigma\|\ge\frac{g|\boldsymbol\epsilon\cdot\mathbf u_\sigma|}{C\omega},\qquad
C=1+\frac{\|\mathbf v\psi_\sigma\|}{c}+\frac{\omega_0}{2c^2},
\end{equation}
for $\omega\le\omega_0$. The constant stays bounded as $\sigma\to0$: $\|\mathbf v\psi_\sigma\|^2\le2E_\sigma$, and the photon vacuum as trial state bounds $E_\sigma$ independently of $\sigma$. Use $\sum_{\rm pol}(\boldsymbol\epsilon\cdot\mathbf u)^2=u^2\sin^2\theta$, whose angular integral is $8\pi u^2/3$, and $d^3k=\omega^2d\omega\,d\Omega/c^3$:
\begin{equation}
N_\sigma\ge\frac{1}{4\pi^2c^3C^2}\,\frac{8\pi u_\sigma^2}{3}\int_\sigma^{\omega_0}\frac{d\omega}{\omega}
=\frac{2u_\sigma^2}{3\pi c^3C^2}\ln\frac{\omega_0}{\sigma}.
\end{equation}
An upper bound needs one more condition, $E_\sigma(\mathbf P-\mathbf k)\ge E_\sigma(\mathbf P)-s\omega$ with a fixed $s<1$: recoil must not release energy faster than the photon costs it. The bracket in (\ref{pull}) is then at least $(1-s)\omega$, so $\|a_{\mathbf k}\psi_\sigma\|\le g\|\boldsymbol\epsilon\cdot\mathbf v\psi_\sigma\|/[(1-s)\omega]$ and
\begin{equation}
N_\sigma(\omega<\omega_0)\le\frac{\|\mathbf v\psi_\sigma\|^2}{\pi c^3(1-s)^2}\ln\frac{\omega_0}{\sigma}.
\end{equation}
If $|\mathbf u_\sigma|$ stays away from zero, the soft-photon number therefore diverges, and it does so logarithmically.

\section{Is an infinite mean fatal?}

\textbf{Q.} But an infinite average does not remove a vector from Fock space. Photon-number probabilities proportional to $1/n^2$ can be normalized, and their mean is infinite.

\textbf{A.} That objection is correct, and the count alone does not answer it. The following does, provided $E$ is differentiable at $\mathbf P$ and $0<|\mathbf u|<c$. Remove the cutoff, suppose that $\psi$ exists, and rescale: $w_{\mathbf k}=\omega a_{\mathbf k}\psi/g$.

\emph{The rescaled vectors are bounded.} Differentiability gives $E(\mathbf P-\mathbf k)=E(\mathbf P)-\mathbf k\cdot\mathbf u+o(|\mathbf k|)$. For small $\mathbf k$ the bracket in (\ref{pull}) is then at least $\frac12\omega(1-|\mathbf u|/c)$, so $\|w_{\mathbf k}\|\le M$ with $M=2\|\mathbf v\psi\|/(1-|\mathbf u|/c)$.

\emph{Their weak limits are ground states.} Let $\mathbf k\to0$ along a sequence with converging direction $\mathbf n=\mathbf k/|\mathbf k|$ and polarization, and let $w$ be a weak limit. For $\eta$ in the domain of $H(\mathbf P)$, (\ref{pull}) reads
\begin{equation}
\big\langle[H(\mathbf P)-E-\mathbf k\cdot\mathbf v+\tfrac12k^2+\omega]\eta,\,w_{\mathbf k}\big\rangle=-\omega\langle\eta,\boldsymbol\epsilon\cdot\mathbf v\psi\rangle\to0 .
\end{equation}
The vector on the left converges to $[H(\mathbf P)-E]\eta$, so $H(\mathbf P)w=Ew$.

\emph{Their overlap with $\psi$ is fixed.} Multiplied by $1/g$, (\ref{pair}) becomes, in the limit, $\langle(1-\mathbf n\cdot\mathbf v/c)\psi,w\rangle=-\boldsymbol\epsilon\cdot\mathbf u$. By (\ref{FH}) each normalized ground state has mean velocity $\mathbf u$. The polarization identity extends this to matrix elements, $\langle\mathbf v\psi,w\rangle=\mathbf u\langle\psi,w\rangle$, even if the ground state is degenerate. Every convergent subsequence thus has the same limit:
\begin{equation}
\langle\psi,w_{\mathbf k}\rangle\to-\frac{\boldsymbol\epsilon\cdot\mathbf u}{1-\mathbf n\cdot\mathbf u/c}.
\label{limit}
\end{equation}

\emph{The contradiction.} Choose a closed cone of directions and a continuous polarization for which the modulus of (\ref{limit}) is at least $2b>0$. Choose $\varphi$ with finite mean photon number and $\|\varphi-\psi\|\le b/(2M)$; such vectors are dense. For small $\mathbf k$ in the cone,
\begin{equation}
|\langle\varphi,a_{\mathbf k}\psi\rangle|=\frac g\omega|\langle\varphi,w_{\mathbf k}\rangle|
\ge\frac g\omega\Big(\frac{3b}2-M\frac b{2M}\Big)=\frac{bg}{\omega}.
\label{low}
\end{equation}
On the other hand, for any square-integrable $f$ that vanishes near $\mathbf k=0$,
\begin{equation}
\Big|\int d^3k\,f\,\langle\varphi,a_{\mathbf k}\psi\rangle\Big|
\le\|f\|\,\|(N+1)^{1/2}\varphi\| ,
\end{equation}
by moving the annihilation operators onto $\varphi$ as creation operators. The bound does not depend on how close to zero $f$ reaches, so $\langle\varphi,a_{\mathbf k}\psi\rangle$ is square integrable. But the square of (\ref{low}) integrates to a multiple of $\int d\omega/\omega=\infty$. Hence $\psi$ does not exist. The finite mean was needed for $\varphi$, not for $\psi$, and that disposes of your $1/n^2$ example.

\textbf{Q.} And an electron at rest?

\textbf{A.} At $\mathbf P=0$ rotational symmetry gives $\nabla E=0$ if the derivative exists. The source in (\ref{pair}) vanishes and the argument yields no contradiction. That is not a proof that a ground state exists there; it says that this obstruction is absent.

\section{The shape of the cloud}

\textbf{Q.} What does the cloud look like when a cutoff is present?

\textbf{A.} To leading order at small $\mathbf k$, soft photons see the electron as a current of fixed velocity $\mathbf u$. Dropping soft recoil and the soft part of $\mathbf A^2$, each mode has
\begin{equation}
h=(\omega-\mathbf k\cdot\mathbf u)a^\dagger a+g\,\boldsymbol\epsilon\cdot\mathbf u\,(a+a^\dagger).
\end{equation}
Completing the square gives a coherent state of amplitude $f=-g\boldsymbol\epsilon\cdot\mathbf u/(\omega-\mathbf k\cdot\mathbf u)$, in agreement with (\ref{limit}). With $\beta=u/c$ and $\alpha=1/c$, the prefactor $u^2/c^3$ equals $\alpha\beta^2$, and
\begin{equation}
N=\frac{\alpha}{4\pi^2}\ln\frac{\omega_{\max}}\sigma\;2\pi\int_{-1}^1\frac{\beta^2(1-x^2)}{(1-\beta x)^2}dx .
\end{equation}
Put $y=1-\beta x$, so that $\beta^2(1-x^2)=-(1-\beta^2)+2y-y^2$. The integral over $x$ becomes
\begin{equation}
\frac1\beta\int_{1-\beta}^{1+\beta}\Big[-\frac{1-\beta^2}{y^2}+\frac2y-1\Big]dy
=\frac1\beta\Big[-2\beta+2\ln\frac{1+\beta}{1-\beta}-2\beta\Big],
\end{equation}
and therefore
\begin{equation}
N=B\ln\frac{\omega_{\max}}{\sigma},\qquad
B=\frac\alpha\pi\Big[\frac1\beta\ln\frac{1+\beta}{1-\beta}-2\Big]\simeq\frac{2\alpha\beta^2}{3\pi}\quad(\beta\ll1).
\label{B}
\end{equation}
Each photon number is Poisson distributed, so the probability of finding no soft photon is $e^{-N}$, which tends to zero with $\sigma$. The cloud energy is $\int\omega\,dN=B(\omega_{\max}-\sigma)$, which stays finite. Infinitely many photons cost little because almost all of them have almost no energy.

\section{A small model}

\textbf{Q.} Can I watch this happen in a diagonalization?

\textbf{A.} Yes, with a few modes in a plane and $m=c=\hbar=1$. Two opposite hard modes, $\mathbf k=\pm(0.3,0.6)$ with a common transverse polarization and coupling 0.25, dress the electron. Each logarithmic shell of soft photons is represented by one mode. A cell of fixed relative width has volume proportional to $k^3$, so its coupling scales as $k^{-1/2}k^{3/2}=k$; I write it as $\eta k$ with $\eta=0.30$. Such a model illustrates the mechanism, while the continuum statement rests on the proof.

For $\mathbf P=(0.40,0)$ the hard modes give $\mathbf u=(0.32838,0.03301)$, both from the slope of $E$ and from $\langle\mathbf v\rangle$. With $\mathbf n=(0.5000,0.8660)$ and $\boldsymbol\epsilon=(-0.8660,0.5000)$ we have $\boldsymbol\epsilon\cdot\mathbf u=-0.2679$ and $\mathbf n\cdot\mathbf u=0.1928$. The predicted amplitude is
\begin{equation}
-\eta\,\frac{\boldsymbol\epsilon\cdot\mathbf u}{1-\mathbf n\cdot\mathbf u}=\frac{0.30\times0.2679}{0.8072}=0.0996 .
\end{equation}
Diagonalization gives 0.09882, 0.09948 and 0.09955 at $k=10^{-2},10^{-3},10^{-4}$, against 0.09956 before rounding. The relative error falls about tenfold per step, as expected of corrections linear in $k$. At $\mathbf P=0$ and $k=10^{-4}$ the amplitude is $2\times10^{-7}$.

With one to four shells the total soft number is 0.0098, 0.0196, 0.0295 and 0.0394: each new shell adds the same amount to within about 1\%. The probability of no soft photon with four shells is 0.9614, equal to $e^{-N}$ to four digits.

\textbf{Q.} The softest shell holds 0.00987 photons, but the square of your amplitude is 0.00991.

\textbf{A.} The shell at $k=10^{-2}$ slightly changes the velocity. Its mean field is $2\times0.30\times0.01\times0.0988=5.9\times10^{-4}$ along $\boldsymbol\epsilon$, opposite to $\boldsymbol\epsilon\cdot\mathbf u=-0.2679$. This rough estimate ignores the response of the hard modes, the photon momentum and the other soft shells. It lowers the amplitude by about 0.2\% and the number by about 0.4\%, which is the size of the difference you noticed. In the diagonalization this shell actually shifts $\boldsymbol\epsilon\cdot\mathbf u$ by only $4.6\times10^{-4}$ and lowers the softest number by 0.37\%; the shell at $k=10^{-3}$ adds another 0.04\%.

\textbf{Q.} I once kept at most one photon in the basis and saw no divergence.

\textbf{A.} That truncation hides it. The zero-photon state is lowered by some $\delta$ through virtual hard photons. A state that already holds a soft photon may not emit another, so it misses this lowering. That state is undressed, so creating a soft photon costs about $k(1-\mathbf n\cdot\mathbf P)+\delta$ instead of $k(1-\mathbf n\cdot\mathbf u)$. For $k\ll\delta$ the shell population is proportional to $(\eta k/\delta)^2$; here $\delta=0.0157$ and the prefactor is about 0.09. The restricted diagonalization shows this: the two softest shells hold $3.2\times10^{-7}$ and $3.3\times10^{-9}$ photons, a factor of about 100 per decade, where the full basis gives 0.0099 in both.

\section{A real electron}

\textbf{Q.} How large is the effect for an electron of 100 eV?

\textbf{A.} To leading order in $\alpha$ we may set $\mathbf u=\mathbf P$. Then $\beta=0.01978$, and (\ref{B}) gives $B=6.06\times10^{-7}$. Count photons below 1 eV, that is, wavelengths above 12\,398 angstrom. Each decade of photon energy contributes
\begin{equation}
B\ln10=6.06\times10^{-7}\times2.303=1.40\times10^{-6}
\end{equation}
photons. A cutoff of $10^{-3}$ eV gives $N=4.19\times10^{-6}$, and $10^{-9}$ eV gives $1.26\times10^{-5}$. Direct integration of the first-order state, with recoil and explicit polarizations, was tested against (\ref{B}) and agrees to a relative accuracy of $10^{-5}$. The energy of this part of the cloud tends to $6.06\times10^{-7}$ eV.

\textbf{Q.} So one photon on average would take an absurdly small cutoff.

\textbf{A.} About $1/(1.396\times10^{-6})\approx7.2\times10^5$ decades below 1 eV. With any cutoff of laboratory size, your dressed state is an excellent description of this electron's soft field. What fails is the limit: as $\sigma\to0$ the energy of the cloud settles, but the state vector has no Fock-space eigenstate to settle on. The remaining figures are in the numerical output.

\section*{Computed results}
\begin{verbatim}
FINITE-MODE MODEL (m = c = hbar = 1, dimensionless)
total momentum P = (0.40, 0.00)
hard modes k = +/-(0.30, 0.60), coupling 0.25
soft direction n = (0.5000, 0.8660), eta = 0.30
velocity u = dE/dP = (0.32838, 0.03301)
<v> in ground state = (0.32838, 0.03301)
pull-through relative error, hard mode: 5.5e-07
pull-through relative error, soft mode: 1.9e-06
bounds at |k| = 0.05: lower 0.09519, actual 0.09612, upper 0.15285
predicted soft amplitude: 0.099557
  diagonalized amplitude at |k| = 1e-02: 0.098820
  diagonalized amplitude at |k| = 1e-03: 0.099483
  diagonalized amplitude at |k| = 1e-04: 0.099549
amplitude at P = 0, |k| = 1e-04: 1.9e-07
predicted photons per shell: 0.009912
  shell 1e-02: photons 0.009761, one-photon limit 1.43e-03
  shell 1e-03: photons 0.009858, one-photon limit 2.97e-05
  shell 1e-04: photons 0.009868, one-photon limit 3.25e-07
  shell 1e-05: photons 0.009869, one-photon limit 3.28e-09
  total soft photons with 1 shell(s): 0.009765
  total soft photons with 2 shell(s): 0.019620
  total soft photons with 3 shell(s): 0.029487
  total soft photons with 4 shell(s): 0.039356
no-soft-photon probability: 0.96140
exp(-total soft photons): 0.96141
REAL ELECTRON, leading order in alpha
kinetic energy: 100.0 eV
speed / c: 0.019784
upper photon energy: 1.0 eV
wavelength at upper energy: 12398.4 angstrom
log coefficient B: 6.0623e-07
photons per decade: 1.3959e-06
  cutoff 1e-03 eV (1.240e+07 angstrom): N = 4.1877e-06
    cloud energy = 6.0562e-07 eV
  cutoff 1e-06 eV (1.240e+10 angstrom): N = 8.3754e-06
    cloud energy = 6.0623e-07 eV
  cutoff 1e-09 eV (1.240e+13 angstrom): N = 1.2563e-05
    cloud energy = 6.0623e-07 eV
cloud energy without cutoff: 6.0623e-07 eV
decades for one photon on average: 7.164e+05
\end{verbatim}
